**Ohta-Kawasaki diblock model: energy-stable stepping and the optimal stripe period**

The program evolves φ, the A fraction minus the B fraction, with nonlocal strength σ, time step dt and stabilizer S. It asserts the exact energy balance of one step in one and two dimensions, conservation of the mean with the correct target, and the predicted drift with a wrong one. It also asserts first-order accuracy in time and an energy rise when a large step is taken without the stabilizer. The optimal period, where gradient and nonlocal energies are equal, is compared with direct energy minimization and a boundary-value solution. For the rough PS-b-PMMA-like parameters the output gives 22.1 nm, against 26 nm from self-consistent field theory of Gaussian chains. Ten stripes survive in a box suited to eight, so falling energy in a fixed box does not by itself select the best period. In the two-dimensional quench the mean period grows from 14.8 to 21.4 nm while the energy falls at every step.

## Verification by program

```python
# RESULT UNDER TEST: a stabilized semi-implicit Fourier step for the
# Ohta-Kawasaki diblock model conserves the mean, lowers the free energy,
# and its steady stripes have an optimal period at which gradient energy
# equals nonlocal energy.
# phi: A fraction minus B fraction; sigma: nonlocal strength; S: stabilizer;
# dt: time step; lengths in xi, times in xi^2/mobility, energy per volume.
# In the chain theory lengths are in Rg and energies in kT per chain.
import numpy as np
from scipy import constants
from scipy.fft import rfftn, irfftn, fftfreq, rfftfreq, dct
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, root

rng = np.random.default_rng(7)


def make_grid(points, length, dim=1):
    kr = 2*np.pi*rfftfreq(points, length/points)
    k2 = kr**2
    if dim == 2:
        kf = 2*np.pi*fftfreq(points, length/points)
        k2 = kf[:, None]**2 + kr[None, :]**2
    inverse = np.zeros_like(k2)
    inverse[k2 > 0] = 1/k2[k2 > 0]
    weight = np.full(len(kr), 2.0)
    weight[0] = weight[-1] = 1.0
    return k2, inverse, weight/points**(2*dim)


def square_norms(field, grid):
    k2, inverse, weight = grid
    power = np.abs(rfftn(field))**2*weight
    return np.sum(k2*power), np.sum(inverse*power)


def energy_parts(phi, grid, sigma):
    gradient, nonlocal_norm = square_norms(phi, grid)
    well = np.mean((phi*phi - 1)**2)/4
    return gradient/2, well, sigma*nonlocal_norm/2


def energy(phi, grid, sigma):
    return sum(energy_parts(phi, grid, sigma))


def step(phi, grid, sigma, dt, S=1.5, target=0.0):
    k2 = grid[0]
    top = (1 + dt*S*k2)*rfftn(phi) - dt*k2*rfftn(phi*phi*phi - phi)
    top.flat[0] += dt*sigma*target*phi.size
    return irfftn(top/(1 + dt*(S*k2 + k2*k2 + sigma)), s=phi.shape)


def relax(period, sigma, points=64, dt=1000.0, S=1.5, start=None):
    grid = make_grid(points, period)
    phi = start
    if phi is None:
        phi = 0.9*np.cos(2*np.pi*np.arange(points)/points)
    for _ in range(20000):
        new = step(phi, grid, sigma, dt, S)
        change = np.max(np.abs(new - phi))
        phi = new
        if change < 1e-12:
            return phi, grid
    raise RuntimeError("stripe did not relax")


def best_period(sigma, points=64, dt=1000.0, S=1.5):
    period, phi = 2*np.pi*sigma**-0.25, None
    for _ in range(80):
        phi, grid = relax(period, sigma, points, dt, S, phi)
        gradient, well, nonlocal_part = energy_parts(phi, grid, sigma)
        new = period*(gradient/nonlocal_part)**0.25
        done = abs(new/period - 1) < 1e-10
        period = new
        if done:
            return period, phi, gradient, well, nonlocal_part
    raise RuntimeError("period did not converge")


# ---- chain parameters and mapping to the model --------------------------
N_seg, chi, b_nm, v_nm3, T_K, mobility = 500, 0.04, 0.7, 0.17, 500.0, 10.0
chiN = chi*N_seg
Rg = b_nm*np.sqrt(N_seg/6)


def chain_coefficient(x):
    def debye(f):
        return 2*(f*x + np.expm1(-f*x))/x**2
    whole, block = debye(1.0), debye(0.5)
    return whole/(block**2 - (whole - 2*block)**2/4)


assert abs(chain_coefficient(1e4)/2e4 - 1) < 1e-3
assert abs(chain_coefficient(1e-2)*1e-2/24 - 1) < 1e-2
spinodal = minimize_scalar(chain_coefficient, bounds=(1, 10),
                           method="bounded", options={"xatol": 1e-8})
offset = spinodal.fun - 2*np.sqrt(48)


def model_parameters(segregation):
    tau = 2*segregation - offset
    return tau, Rg*np.sqrt(2/tau), 48/tau**2


tau, xi, sigma = model_parameters(chiN)
time_unit = xi**2/mobility
# small stripe: model energy against quadratic chain energy
k_test, eps = 0.6, 1e-3
g = make_grid(32, 2*np.pi/k_test)
wave = np.cos(2*np.pi*np.arange(32)/32)
model_cost = tau/4*(energy(eps*wave, g, sigma) - 0.25)
x_test = (k_test*Rg/xi)**2
chain_cost = eps**2/16*(2*x_test + 24/x_test + offset - 2*chiN)
assert abs(model_cost/chain_cost - 1) < 1e-4

# ---- linear growth --------------------------------------------------------
k_fast = np.sqrt(0.5)
rates = []
for k in (0.9*k_fast, k_fast, 1.1*k_fast):
    g, phi = make_grid(32, 2*np.pi/k), 1e-6*wave
    for _ in range(200):
        phi = step(phi, g, sigma, 1e-3)
    rates.append(np.log(phi[0]/1e-6)/0.2)
    assert abs(rates[-1]/(k**2 - k**4 - sigma) - 1) < 3e-3
assert rates[1] > max(rates[0], rates[2])

# ---- exact energy balance of one step, in one and two dimensions --------
balance_error = 0.0
for dim, points in ((1, 64), (2, 24)):
    g = make_grid(points, 30.0, dim)
    old = 0.4*rng.standard_normal((points,)*dim)
    old += 0.1 - old.mean()
    dt, S = 0.7, 1.5
    new = step(old, g, sigma, dt, S, target=0.1)
    d = new - old
    grad_d, inv_d = square_norms(d, g)
    predicted = (-(1/dt + sigma/2)*inv_d - grad_d/2 - S*np.mean(d*d)
                 + np.mean(d*d*(3*old**2 - 1)/2 + old*d**3 + d**4/4))
    actual = energy(new, g, sigma) - energy(old, g, sigma)
    balance_error = max(balance_error, abs(actual - predicted))
assert balance_error < 1e-11

# ---- mean conservation, and its loss with a wrong target ----------------
g = make_grid(64, 30.0)
noise = 0.05*rng.standard_normal(64)
right = wrong = noise - noise.mean() + 0.1
for _ in range(200):
    right = step(right, g, sigma, 0.5, target=0.1)
    wrong = step(wrong, g, sigma, 0.5, target=0.0)
mean_drift = abs(right.mean() - 0.1)
assert mean_drift < 1e-12
assert abs(wrong.mean() - 0.1/(1 + 0.5*sigma)**200) < 1e-12

# ---- optimal period by independent roads --------------------------------
period, stripe, e_grad, e_well, e_non = best_period(sigma)
e_best = e_grad + e_well + e_non


def stripe_energy(p):
    phi, grid = relax(p, sigma)
    return energy(phi, grid, sigma)


scan = minimize_scalar(stripe_energy, bounds=(0.8*period, 1.2*period),
                       method="bounded", options={"xatol": 1e-7})
assert abs(scan.x/period - 1) < 1e-5
other = best_period(sigma, dt=5.0, S=2.0)[0]
assert abs(other/period - 1) < 1e-8
grid_errors = {n: abs(best_period(sigma, n)[0]/period - 1)
               for n in (8, 12, 16, 24, 32)}
assert grid_errors[32] < 1e-6 and grid_errors[16] < grid_errors[8]


def profile_ode(s, y, p):
    f, df, v, dv, _ = y
    return p[0]*np.array([df, f**3 - f + sigma*v, dv, -f,
                          (df**2 - sigma*dv**2)/2])


def profile_ends(a, b, p):
    return np.array([a[1], a[3], b[0], b[2], a[4], b[4]])


s = np.linspace(0, 1, 60)
k0 = sigma**0.25
c, sn = 0.9*np.cos(np.pi*s/2), 0.9*np.sin(np.pi*s/2)
guess = np.array([c, -k0*sn, c/k0**2, -sn/k0, 0*s])
bvp = solve_bvp(profile_ode, profile_ends, s, guess, p=[np.pi/(2*k0)],
                tol=1e-8, max_nodes=20000)
assert bvp.success
assert abs(4*bvp.p[0]/period - 1) < 1e-6
assert abs(bvp.y[0, 0] - stripe.max()) < 1e-6

# ---- strong-segregation limit -------------------------------------------
tension = quad(lambda f: (1 - f*f)/np.sqrt(2), -1, 1)[0]
assert abs(tension - 2*np.sqrt(2)/3) < 1e-12
sigma_small = 1e-4
strong_ratio = (best_period(sigma_small, 256)[0]
                / (96*tension/sigma_small)**(1/3))
assert abs(strong_ratio - 1) < 0.03

# ---- stabilizer needed for large steps ----------------------------------
g = make_grid(64, period)
kick = 1e-3*rng.standard_normal(64)
kick -= kick.mean()
largest_rise = {}
for S in (0.0, 1.5):
    phi, rises = stripe + kick, []
    for _ in range(100):
        new = step(phi, g, sigma, 100.0, S)
        rises.append(energy(new, g, sigma) - energy(phi, g, sigma))
        phi = new
        if rises[-1] > 1e-4:
            break
    largest_rise[S] = max(rises)
assert largest_rise[0.0] > 1e-4 and largest_rise[1.5] < 1e-13

# ---- first-order accuracy against an adaptive integrator ----------------
g = make_grid(32, period)
angle = 2*np.pi*np.arange(32)/32
start = 0.1*np.cos(angle) + 0.03*np.cos(2*angle)


def flow(t, phi):
    hat = rfftn(phi)
    force = rfftn(phi**3 - phi)
    return irfftn(-g[0]*(force + g[0]*hat) - sigma*hat, s=phi.shape)


reference = solve_ivp(flow, (0, 20), start, method="LSODA",
                      rtol=1e-9, atol=1e-11).y[:, -1]
time_errors = []
for dt in (0.04, 0.02, 0.01):
    phi = start.copy()
    for _ in range(round(20/dt)):
        phi = step(phi, g, sigma, dt)
    time_errors.append(np.max(np.abs(phi - reference)))
time_ratio = time_errors[1]/time_errors[2]
assert 1.8 < time_ratio < 2.2

# ---- a misfit number of stripes survives in a fixed box -----------------
box = 8*period
g = make_grid(512, box)
phi = 0.8*np.cos(2*np.pi*10*np.arange(512)/512)
kick = 0.01*rng.standard_normal(512)
phi += kick - kick.mean()
for _ in range(2500):
    phi = step(phi, g, sigma, 5.0)
misfit_count = int(np.argmax(np.abs(rfftn(phi))))
misfit_energy = energy(phi, g, sigma)
assert misfit_count == 10 and misfit_energy > e_best
assert abs(misfit_energy - stripe_energy(box/10)) < 1e-6

# ---- two-dimensional quench from noise ----------------------------------
g = make_grid(128, box, 2)
phi = 0.02*rng.standard_normal((128, 128))
phi -= phi.mean()
k_abs = np.sqrt(g[0])
band = (k_abs > 0) & (k_abs < 1)


def mean_period(field):
    power = np.abs(rfftn(field))**2*g[2]*band
    return 2*np.pi*power.sum()/np.sum(k_abs*power)


history, clock, peak = [], 0.0, 0.0
last = energy(phi, g, sigma)
quench_start, worst_rise = last, -1.0
for dt, count in ((0.2, 100), (1.0, 280), (1.0, 2700)):
    for _ in range(count):
        phi = step(phi, g, sigma, dt)
        now = energy(phi, g, sigma)
        worst_rise = max(worst_rise, now - last)
        peak = max(peak, np.abs(phi).max())
        last = now
    clock += dt*count
    history.append((clock*time_unit, mean_period(phi)*xi, tau/4*last))
quench_drift = abs(phi.mean())
assert worst_rise < 1e-13 and quench_drift < 1e-12
assert (3*peak**2 - 1)/2 < 1.5
assert last > e_best
assert (abs(history[-1][1] - period*xi)
        < abs(history[0][1] - period*xi))

# ---- self-consistent field theory of Gaussian chains --------------------
nodes, node_weights = np.polynomial.legendre.leggauss(24)
nodes, node_weights = (nodes + 1)/4, node_weights/4


def chain_densities(w_a, w_b, repeat):
    n = len(w_a)
    C = dct(np.eye(n), axis=0, norm="ortho")
    kinetic = C.T @ ((2*np.pi*np.arange(n)/repeat)[:, None]**2*C)
    modes_a = eigh(kinetic + np.diag(w_a))
    modes_b = eigh(kinetic + np.diag(w_b))

    def grow(modes, first, lengths):
        values, vectors = modes
        return vectors @ (np.exp(-np.outer(values, lengths))
                          * (vectors.T @ first)[:, None])

    one = np.ones(n)
    mid_a = grow(modes_a, one, [0.5])[:, 0]
    mid_b = grow(modes_b, one, [0.5])[:, 0]
    Q = np.mean(mid_a*mid_b)
    rho_a = (grow(modes_a, one, nodes)
             * grow(modes_a, mid_b, 0.5 - nodes)) @ node_weights/Q
    rho_b = (grow(modes_b, one, nodes)
             * grow(modes_b, mid_a, 0.5 - nodes)) @ node_weights/Q
    return rho_a, rho_b, Q


def half_cell_wave(n):
    return np.cos(np.pi*(np.arange(n) + 0.5)/n)


probe = half_cell_wave(24)
rho = chain_densities(1e-3*probe, -1e-3*probe, 4.0)[0]
response = -2*np.mean(rho*probe)/1e-3
assert abs(response*chain_coefficient((2*np.pi/4)**2)/2 - 1) < 1e-5


def solve_chains(repeat, n=24, fields=None):
    def residual(y):
        minus, plus = y[:n], y[n:]
        ra, rb, _ = chain_densities(plus + minus, plus - minus, repeat)
        return np.concatenate([minus - chiN*(rb - ra)/2,
                               ra + rb - 1 + plus.mean()])
    y = fields
    if y is None:
        y = np.concatenate([-0.4*chiN*half_cell_wave(n), np.zeros(n)])
    for _ in range(200 if fields is None else 20):
        r = residual(y)
        y = y + np.concatenate([-0.2*r[:n], 2*(r[n:] - r[n:].mean())])
    y = root(residual, y, method="hybr").x
    assert np.max(np.abs(residual(y))) < 1e-6
    minus, plus = y[:n], y[n:]
    ra, rb, Q = chain_densities(plus + minus, plus - minus, repeat)
    assert ra.max() > 0.7
    free = -np.log(Q) + np.mean(minus**2)/chiN - plus.mean() + chiN/4
    return free, ra.max(), y


fields = solve_chains(4.0)[2]
chain_scan = minimize_scalar(
    lambda D: solve_chains(D, fields=fields)[0], bounds=(3.4, 4.8),
    method="bounded", options={"xatol": 1e-4})
chain_period = chain_scan.x
assert 3.45 < chain_period < 4.75
chain_free, chain_purity, _ = solve_chains(chain_period, fields=fields)
assert abs(solve_chains(chain_period, 32)[0] - chain_free) < 1e-4
assert chain_free < chiN/4

# ---- thermal roughness of a free interface and sensitivity to chi -------
gamma_kT = tau/4*tension*xi/(N_seg*v_nm3)
gamma_SI = gamma_kT*constants.k*T_K*1e18*1e3
width = 2*np.sqrt(2)*xi
rough2 = quad(lambda q: 1/(2*np.pi*gamma_kT*q),
              2*np.pi/(period*xi), 2*np.pi/width)[0]
assert abs(rough2*2*np.pi*gamma_kT
           / np.log(period*xi/width) - 1) < 1e-8
shifted = []
for factor in (0.9, 1.1):
    _, length, strength = model_parameters(factor*chiN)
    shifted.append(best_period(strength)[0]*length)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("segments N", N_seg)
show("chi", chi)
show("segment length", b_nm, "nm")
show("segment volume", v_nm3, "nm^3")
show("temperature", T_K, "K")
show("mobility", mobility, "nm^2/s")
show("chi N", chiN)
show("Rg", Rg, "nm")
show("spinodal chi N", spinodal.fun/2)
show("spinodal q Rg, chain theory", np.sqrt(spinodal.x))
show("spinodal q Rg, model", 12**0.25)
show("offset C", offset)
show("tau", tau)
show("length unit xi", xi, "nm")
show("time unit", time_unit, "s")
show("sigma", sigma)
show("fastest-growing period", 2*np.pi/k_fast*xi, "nm")
show("weak-segregation period", 2*np.pi/k0*xi, "nm")
show("optimal period", period, "xi", 8)
show("optimal period", period*xi, "nm", 6)
show("period from boundary-value solver", 4*bvp.p[0]*xi, "nm", 6)
show("stripe maximum phi", stripe.max())
show("gradient energy", e_grad, "per volume")
show("well energy", e_well, "per volume")
show("nonlocal energy", e_non, "per volume")
show("optimal stripe energy", tau/4*e_best, "kT/chain")
for n, error in grid_errors.items():
    show(f"relative period error, {n} points", error, "", 2)
show("strong-limit period ratio, sigma=1e-4", strong_ratio)
show("energy-balance error", balance_error, "per volume", 2)
show("mean drift, 1D, m=0.1", mean_drift, "", 2)
show("mean with wrong target 0, 200 steps", wrong.mean())
show("energy rise, S=0, dt=100", largest_rise[0.0], "per volume", 3)
show("largest change, S=1.5, dt=100", largest_rise[1.5], "per volume", 2)
show("trajectory error, dt=0.02", time_errors[1], "", 3)
show("trajectory error, dt=0.01", time_errors[2], "", 3)
show("misfit stripes kept in 8-period box", misfit_count)
show("misfit cost", tau/4*(misfit_energy - e_best), "kT/chain", 4)
show("2D initial energy", tau/4*quench_start, "kT/chain")
for seconds, size, cost in history:
    print(f"2D t={seconds:.4g} s: period {size:.4g} nm, "
          f"energy {cost:.5g} kT/chain")
show("2D largest energy change", worst_rise, "per volume", 2)
show("2D mean drift", quench_drift, "", 2)
show("2D largest |phi|", peak)
show("chain-theory period", chain_period*Rg, "nm", 4)
show("model/chain-theory period", period*xi/(chain_period*Rg), "", 4)
show("chain-theory peak A fraction", chain_purity, "", 4)
show("model peak A fraction", (1 + stripe.max())/2, "", 4)
show("interface tension estimate", gamma_SI, "mJ/m^2", 3)
show("interface width", width, "nm", 3)
show("thermal rms roughness estimate", np.sqrt(rough2), "nm", 3)
show("period, chi -10%", shifted[0], "nm")
show("period, chi +10%", shifted[1], "nm")
print("tests ok")
```

Running it gives:

```
segments N: 500
chi: 0.04
segment length: 0.7 nm
segment volume: 0.17 nm^3
temperature: 500 K
mobility: 10 nm^2/s
chi N: 20
Rg: 6.3901 nm
spinodal chi N: 10.495
spinodal q Rg, chain theory: 1.9456
spinodal q Rg, model: 1.8612
offset C: 7.1333
tau: 32.867
length unit xi: 1.5763 nm
time unit: 0.24848 s
sigma: 0.044435
fastest-growing period: 14.007 nm
weak-segregation period: 21.572 nm
optimal period: 14.004085 xi
optimal period: 22.0749 nm
period from boundary-value solver: 22.0749 nm
stripe maximum phi: 0.83201
gradient energy: 0.046454 per volume
well energy: 0.097327 per volume
nonlocal energy: 0.046454 per volume
optimal stripe energy: 1.5631 kT/chain
relative period error, 8 points: 0.01
relative period error, 12 points: 0.00086
relative period error, 16 points: 3.7e-05
relative period error, 24 points: 3e-08
relative period error, 32 points: 1.4e-11
strong-limit period ratio, sigma=1e-4: 1.0081
energy-balance error: 2.2e-16 per volume
mean drift, 1D, m=0.1: 3.1e-16
mean with wrong target 0, 200 steps: 0.001234
energy rise, S=0, dt=100: 0.000132 per volume
largest change, S=1.5, dt=100: 8.3e-17 per volume
trajectory error, dt=0.02: 0.00569
trajectory error, dt=0.01: 0.00285
misfit stripes kept in 8-period box: 10
misfit cost: 0.06728 kT/chain
2D initial energy: 2.0667 kT/chain
2D t=4.97 s: period 14.81 nm, energy 2.0432 kT/chain
2D t=74.54 s: period 19.69 nm, energy 1.6187 kT/chain
2D t=745.4 s: period 21.39 nm, energy 1.593 kT/chain
2D largest energy change: -8.1e-08 per volume
2D mean drift: 8.7e-18
2D largest |phi|: 0.91357
chain-theory period: 25.85 nm
model/chain-theory period: 0.8541
chain-theory peak A fraction: 0.9825
model peak A fraction: 0.916
interface tension estimate: 0.992 mJ/m^2
interface width: 4.46 nm
thermal rms roughness estimate: 1.33 nm
period, chi -10%: 21.915 nm
period, chi +10%: 22.248 nm
tests ok
```
